# Proton-transfer barriers and the Brønsted slope in ligand exchange

When a proton moves between two sites whose diabatic energies are parabolas of equal curvature, the barrier seen from the reactant side is

$$
B=\frac{(L+\Delta E)^2}{4L},\qquad |\Delta E|<L ,
$$

where $\Delta E$ is the energy of the product minimum relative to the reactant minimum and $L$ is the reorganization energy defined below. If $L$ is the same for every member of a series of related reactions, the Brønsted slope is

$$
\frac{dB}{d\Delta E}=\frac12\left(1+\frac{\Delta E}{L}\right),
$$

which equals one half at thermoneutrality, $\Delta E=0$. The condition on $L$ is needed: the barrier formula alone does not fix the slope.

The reaction in view is a ligand-exchange step of atomic layer deposition. A metal precursor, for instance an amide, is adsorbed at a surface hydroxyl group. The proton leaves the oxygen and binds to the ligand, which can afterwards desorb as a neutral molecule. The energy $\Delta E$ belongs to the proton transfer itself. It runs from the adsorbed reactant complex to the product complex in which the protonated ligand is still on the surface.

Let $q$ be the column of nuclear displacements from the reactant minimum, and $D$ the displacement that leads to the product minimum. The diabatic state with the proton on oxygen has energy $V_1$, and the one with the proton on the ligand has energy $V_2$:

$$
V_1=\tfrac12 q^{T}Kq,\qquad
V_2=\tfrac12 (q-D)^{T}K(q-D)+\Delta E .
$$

The force-constant matrix $K$ is symmetric, positive definite and common to both states; this is what equal curvature means in several dimensions. The reorganization energy is

$$
L=\tfrac12 D^{T}KD>0 .
$$

It is the energy of state 1 at the product minimum, measured from the minimum of state 1. The nuclei move classically, so tunnelling and changes of zero-point energy are left out. The system is at first assumed to stay on the lower surface, $\min(V_1,V_2)$, and the change that the coupling makes in its energy is neglected.

Expanding $V_2$ and using the symmetry of $K$ gives

$$
V_2=\tfrac12 q^{T}Kq-D^{T}Kq+\tfrac12D^{T}KD+\Delta E .
$$

The first term is $V_1$ and the third is $L$, so

$$
V_2-V_1=L+\Delta E-D^{T}Kq .
$$

The quadratic terms have cancelled. The states therefore cross on a plane, the seam, where $D^{T}Kq=L+\Delta E$. To find its lowest point, apply the Cauchy–Schwarz inequality with $K$ as the metric:

$$
(D^{T}Kq)^2\le (D^{T}KD)(q^{T}Kq)=(2L)(2V_1)=4LV_1 .
$$

On the seam the left side is $(L+\Delta E)^2$, hence

$$
V_1\ge\frac{(L+\Delta E)^2}{4L}.
$$

Equality requires $q$ to be parallel to $D$. Putting $q=aD$ into the seam condition gives $2La=L+\Delta E$, so the lowest crossing lies at

$$
q^*=aD,\qquad a=\frac{L+\Delta E}{2L},\qquad V_1(q^*)=a^2L=B .
$$

It remains to show that this crossing energy is the barrier. At the reactant minimum $V_2-V_1=L+\Delta E$, and at the product minimum, where $D^{T}Kq=2L$, it is $\Delta E-L$. For $|\Delta E|<L$ the first is positive and the second negative. Each minimum then lies on the lower surface, and every continuous path between them must cross the seam, where the energy is at least $B$. A path that climbs no higher exists: the straight line $q=tD$ with $0\le t\le1$. Along it

$$
V_1=Lt^2,\qquad V_2=L(1-t)^2+\Delta E .
$$

Up to $t=a$ the lower energy is $V_1$, which rises; beyond $t=a$ it is $V_2$, which falls. The highest point is the crossing, with energy $a^2L=B$. Thus $B$ is the height of the lowest pass.

The restriction $|\Delta E|<L$ has a physical meaning. As $\Delta E$ falls to $-L$, the crossing slides back to the reactant minimum and the barrier vanishes. For $\Delta E<-L$ the product state is already lower at the reactant geometry, and on the straight path it stays lower, so the energy runs downhill all the way. The formula, if still applied, returns a positive number that is not a barrier on the lower surface. For $\Delta E>L$ it is the product minimum that no longer lies on the lower surface, and there is no product well to reach.

At fixed $L$, differentiation gives

$$
\frac{dB}{d\Delta E}=\frac{2(L+\Delta E)}{4L}=a,\qquad
\frac{d^2B}{d\Delta E^2}=\frac1{2L}.
$$

In this model the Brønsted slope is the fraction of the way from reactant to product at which the crossing lies. An exothermic transfer has an early crossing and a slope below one half; an endothermic one has a late crossing and a slope above one half. The barrier of the reverse reaction is measured from the product minimum:

$$
B-\Delta E=\frac{(L+\Delta E)^2-4L\Delta E}{4L}
=\frac{(L-\Delta E)^2}{4L}.
$$

It is the forward formula with the sign of $\Delta E$ reversed.

For numbers, take the round model parameters $L=0.120$ hartree and a distance $d=2.00$ bohr between the minima along one collective transfer coordinate $x$. Since $L=\tfrac12kd^2$, the force constant is $k=2(0.120)/(2.00)^2=0.0600$ hartree/bohr². This is roughly a tenth of the force constant of an O–H stretch, so the numbers illustrate the formulas and do not describe a particular precursor. The thermoneutral barrier is $L/4=0.0300$ hartree, or 0.816 eV. A ligand that makes the transfer exothermic, with $\Delta E=-0.024$ hartree, has

$$
B=\frac{(0.120-0.024)^2}{4(0.120)}
=\frac{0.009216}{0.480}=0.0192\ \text{hartree},
$$

or 0.522 eV. Its slope is $a=0.096/0.240=0.40$, so the crossing lies at $0.40\times2.00=0.80$ bohr. The reverse barrier is $0.0192+0.0240=0.0432$ hartree, which is also the forward barrier of the ligand with $\Delta E=+0.024$ hartree.

These values were tested against crossings found by root search. In a two-dimensional model with the same $L$ and coupled coordinates, a constrained minimization on the seam gave 0.01920 hartree. Flooding the lower surface on a grid until the two wells joined gave 0.0191 hartree, which agrees within the resolution of the grid. Scans along the transfer coordinate show the limit of validity. At $\Delta E=-0.10$ hartree a barrier of 0.00083 hartree remains. At $-0.15$ hartree there is none, although the formula would return 0.001875 hartree. These limits hold without coupling; a coupling narrows the range, as noted below.

Expanding the square shows what a constant slope of one half leaves out:

$$
B=\frac L4+\frac{\Delta E}{2}+\frac{\Delta E^2}{4L}.
$$

For the exothermic ligand the first two terms give $0.0300-0.0120=0.0180$ hartree. This is 0.0012 hartree below the model barrier, and the missing amount is the quadratic term. Over the range from $\Delta E=-0.048$ to $+0.048$ hartree the slope itself grows from 0.30 to 0.70. A straight Brønsted line is thus a local approximation. Its slope is nearly right when $|\Delta E|\ll L$; for rates, the neglected energy $\Delta E^2/(4L)$ must also be small compared with the thermal energy.

Now let the reorganization energy change along the series. A bulkier ligand, for example, may alter the distance the proton has to travel as well as the reaction energy. The barrier then depends on $\Delta E$ both directly and through $L$. At fixed $\Delta E$,

$$
\frac{\partial B}{\partial L}
=\frac{2L(L+\Delta E)-(L+\Delta E)^2}{4L^2}
=\frac{(L+\Delta E)(L-\Delta E)}{4L^2}
=\frac14\left(1-\frac{\Delta E^2}{L^2}\right),
$$

and the slope along the series is

$$
\frac{dB}{d\Delta E}
=\frac12\left(1+\frac{\Delta E}{L}\right)
+\frac14\left(1-\frac{\Delta E^2}{L^2}\right)\frac{dL}{d\Delta E}.
$$

At thermoneutrality this is $\tfrac12+\tfrac14\,dL/d\Delta E$. With a drift $dL/d\Delta E=0.40$ it becomes 0.60, although every single member of the series still obeys the barrier formula. For equal curvature, the slope of one half therefore requires $L$ to be stationary at $\Delta E=0$.

Equal curvature matters as well, since an O–H bond and a bond from hydrogen to the ligand need not be equally stiff. In one dimension let the force constants be $k_1$ and $k_2$, both fixed along the series, as is $d$. The crossing $x^*$ satisfies

$$
\tfrac12k_1x^{*2}=\tfrac12k_2(d-x^*)^2+\Delta E .
$$

Differentiating with respect to $\Delta E$ gives

$$
k_1x^*\frac{dx^*}{d\Delta E}
=-k_2(d-x^*)\frac{dx^*}{d\Delta E}+1 .
$$

The left side is the derivative of $B=\tfrac12k_1x^{*2}$. Solving for $dx^*/d\Delta E$ and multiplying by $k_1x^*$,

$$
\frac{dB}{d\Delta E}=\frac{k_1x^*}{k_1x^*+k_2(d-x^*)} .
$$

At $\Delta E=0$ the crossing condition reduces to $\sqrt{k_1}\,x^*=\sqrt{k_2}\,(d-x^*)$, because both lengths are positive. Hence $k_1x^*=\sqrt{k_1}\sqrt{k_2}\,(d-x^*)$, and division by $\sqrt{k_2}\,(d-x^*)$ leaves

$$
\left.\frac{dB}{d\Delta E}\right|_{0}
=\frac{\sqrt{k_1}}{\sqrt{k_1}+\sqrt{k_2}} .
$$

Raising the product force constant from 0.0600 to 0.0900 hartree/bohr² lowers the thermoneutral slope to 0.45. The stiffer well moves the crossing towards itself, but the energy there responds less to a shift of the product parabola.

The value one half has a more general origin than the parabolas. Suppose that exchanging the names of reactant and product turns the member of the series with reaction energy $\Delta E$ into the member with $-\Delta E$. The reverse barrier of the first is then the forward barrier of the second:

$$
B(\Delta E)-\Delta E=B(-\Delta E).
$$

If $B$ is smooth, differentiation gives $B'(\Delta E)-1=-B'(-\Delta E)$, and at $\Delta E=0$ this yields $B'(0)=\tfrac12$ whatever the shape of the barrier. Unequal force constants break this symmetry, and so does an $L$ with a nonzero first derivative at $\Delta E=0$. A measured slope of one half is therefore no evidence for parabolas. A sharper check uses the curvature. For weakly coupled parabolas with fixed $L$,

$$
B(0)\,B''(0)=\frac L4\cdot\frac1{2L}=\frac18 ,
$$

with no adjustable parameter. This holds only in that limit. An $L$ that is stationary at $\Delta E=0$ but curved leaves the slope at one half and adds $\tfrac14\,d^2L/d\Delta E^2$ to $B''(0)$. A proton moving along a hydrogen bond need not have harmonic wells or weak coupling: with an O–H force constant and $d=2$ bohr, $L/4$ would be about 0.27 hartree. A departure from $\tfrac18$ therefore does not tell which assumption has failed. In the example the product is $0.0300\times4.167=0.125$. Stronger coupling changes this value: with the coupling of 0.015 hartree introduced below, and with the energy difference of the relaxed minima as the variable, the product is 0.105.

So far the coupling has not affected the energy. Let it now be a constant $W>0$. One coordinate is enough to treat it. Write $q=tD+r$ with $D^{T}Kr=0$; then $r$ adds the same energy $\tfrac12r^{T}Kr$ to both states, and the stationary points have $r=0$. With $t=\tfrac12+s$ and $\Delta E=0$, the diabatic energies are $L(\tfrac12+s)^2$ and $L(\tfrac12-s)^2$. Their mean is $L(s^2+\tfrac14)$ and half their difference is $h=\tfrac12(V_1-V_2)=Ls$. The lower eigenvalue of the two-state matrix is

$$
E(s)=L\left(s^2+\tfrac14\right)-\sqrt{L^2s^2+W^2},
$$

and its derivative vanishes when

$$
Ls\left(2-\frac{L}{\sqrt{L^2s^2+W^2}}\right)=0 .
$$

One solution is $s=0$, where $E=L/4-W$. The second derivative there is $2L-L^2/W$, which is negative for $W<L/2$, so this point is the barrier top. The other solutions have $\sqrt{L^2s^2+W^2}=L/2$, or $s^2=\tfrac14-W^2/L^2$. They are the two minima, with energy

$$
E=L\left(\frac12-\frac{W^2}{L^2}\right)-\frac L2=-\frac{W^2}{L}.
$$

The adiabatic barrier is the difference:

$$
B_W=\frac L4-W+\frac{W^2}{L}=\frac{(L-2W)^2}{4L}.
$$

For $W\ge L/2$ there is a single well and no barrier. The coupling also narrows the range of $\Delta E$ with two wells. The barrier vanishes at $\Delta E\approx-0.096$ hartree for $W=0.003$ hartree and at $-0.056$ hartree for $W=0.015$ hartree, instead of at $-L$. For the larger coupling the slope against the energy difference of the relaxed minima runs from 0.17 to 0.83 as $\Delta E$ goes from $-0.048$ to $+0.048$ hartree. With $W=0.015$ hartree the barrier is $(0.090)^2/0.480=0.0169$ hartree, or 0.459 eV, compared with 0.0300 hartree without coupling. A coupling of one eighth of $L$ thus removes 44% of the barrier, because the loss is to leading order $W$ and has to be compared with $L/4$.

The slope is affected in a subtler way. A small $\Delta E$ raises the mean of the diabatic energies by $\Delta E/2$ and lowers $h$ by $\Delta E/2$. At a stationary point the accompanying shift of geometry does not change the energy to first order, so

$$
\frac{dE}{d\Delta E}=\frac12+\frac{h}{2\sqrt{h^2+W^2}} .
$$

At the barrier top $h=0$ and the derivative is $\tfrac12$. At the minima the root equals $L/2$ and $h=\mp\tfrac L2c$, with $c=\sqrt{1-4W^2/L^2}$. The derivative is therefore $\tfrac12(1-c)$ for the reactant and $\tfrac12(1+c)$ for the product. Subtraction gives

$$
\frac{dB_W}{d\Delta E}=\frac c2,\qquad
\frac{dE_{\rm r}}{d\Delta E}=c ,
$$

where $E_{\rm r}$ is the energy difference between the two adiabatic minima. In the example $c=0.968$, and the slope against the diabatic offset is 0.484. The slope against the true reaction energy is $(c/2)/c=\tfrac12$, as the symmetry argument requires. A Brønsted plot should accordingly use the energy difference of the relaxed complexes, not a diabatic parameter.

Measured slopes come from rate constants. In classical transition-state theory for the weakly coupled model, with $T$ the temperature and $k_{\rm B}$ Boltzmann's constant,

$$
\ln k_{\rm r}=\text{const}-\frac{B}{k_{\rm B}T}-\ln Q_1,\qquad
\ln K_{\rm eq}=-\frac{\Delta E}{k_{\rm B}T}+\ln\frac{Q_2}{Q_1}.
$$

Here $k_{\rm r}$ is the forward rate constant, $K_{\rm eq}$ the equilibrium constant, and $Q_1$, $Q_2$ are the configuration integrals of the two wells, each measured from its own minimum. The constant contains the velocity factor, the probability of staying on the lower surface at the crossing and, in several dimensions, the integral over the seam; all are taken as common to the series. If $Q_1$ and $Q_2$ hardly change along the series, then

$$
\frac{d\ln k_{\rm r}}{d\ln K_{\rm eq}}=\frac{dB}{d\Delta E}.
$$

This was tested at 500 K by integrating over both wells up to the crossing; the slopes were 0.50 for the thermoneutral ligand and 0.40 for the exothermic one. If entropies or prefactors vary systematically with the ligand, the measured slope contains their trend too.

The rates that follow belong to the classical, weakly coupled model and are not predictions for a real proton. If the coordinate carried the proton's mass, the vibrational quantum of the well would be $\hbar\sqrt{k/m}\approx0.0057$ hartree, about 3.6 times $k_{\rm B}T$ at 500 K, so tunnelling and zero-point energy would matter. The coupling, too, lowers the barrier by an amount that can exceed $k_{\rm B}T$. For the proton's mass a Landau–Zener estimate gives a transmission of only about 0.24 at $W=k_{\rm B}T$, and 0.9 needs $W\approx4k_{\rm B}T$. The system thus cannot both stay on the lower surface and keep the uncoupled barrier to within $k_{\rm B}T$.

At 500 K, $k_{\rm B}T=0.001583$ hartree. The exothermic ligand reacts faster than the thermoneutral one by the factor $\exp(0.0108/0.001583)$, which is about 920. A constant slope of one half would predict $\exp(0.0120/0.001583)$, about 1960. The error of 0.0012 hartree in the barrier thus becomes an overestimate of the rate by a factor of about 2.1. Both factors depend on the coupling: with $W=0.015$ hartree and a relaxed reaction energy of $-0.024$ hartree, the barrier heights give a gain of about 620 and an overestimate of about 3.

Adsorption has to be kept apart from this. Let $E_{\rm a}$ be the energy change on adsorbing the precursor and $E_{\rm d}$ that on desorbing the protonated ligand. The energy of the whole half-reaction is then $E_{\rm a}+\Delta E+E_{\rm d}$. If $E_{\rm a}$ and $E_{\rm d}$ are the same for all ligands, the slope at a given $\Delta E$ is unchanged, but the point of slope one half lies where the overall energy equals $E_{\rm a}+E_{\rm d}$, not where it is zero. If they vary with the ligand, a slope taken against the overall energy mixes their trends with that of the proton transfer. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
Reorganization energy L = 0.120 hartree
Distance between minima = 2.00 bohr
Force constant = 0.0600 hartree/bohr^2
Series at fixed L: dE (hartree), barrier (hartree), slope
  -0.048  0.01080  0.3000
  -0.024  0.01920  0.4000
  +0.000  0.03000  0.5000
  +0.024  0.04320  0.6000
  +0.048  0.05880  0.7000
Thermoneutral barrier = 0.03000 hartree = 0.816 eV
Example dE = -0.024 hartree
Example crossing position = 0.8000 bohr
Example barrier = 0.01920 hartree = 0.522 eV
Example reverse barrier = 0.04320 hartree
Barrier extrapolated with slope 1/2 = 0.01800 hartree
Extrapolation error = -0.00120 hartree
Curvature of barrier in dE = 4.1667 1/hartree
2D model: product minimum at (1.5492, 0.7746) bohr
2D seam minimum = 0.01920 hartree
2D pass by flooding = 0.0191 hartree
dE = -0.10 hartree: scanned barrier = 0.00083 hartree
dE = -0.15 hartree: scanned barrier = 0.00000 hartree
dE = -0.15 hartree: formula, not valid here, = 0.00187 hartree
Drift dL/d(dE) = 0.40: thermoneutral slope = 0.6000
Product force constant = 0.0900 hartree/bohr^2: thermoneutral slope = 0.4495
Coupling W = 0.015 hartree
Coupled thermoneutral barrier = 0.016875 hartree = 0.459 eV
Coupled slope against diabatic dE = 0.4841
Rate of change of true reaction energy with dE = 0.9682
Coupled slope against true reaction energy = 0.5000
Temperature = 500 K, kT = 0.001583 hartree
d ln k / d ln K_eq at dE = 0: 0.5000
d ln k / d ln K_eq at example dE: 0.4000
Rate gain of example over thermoneutral = 917 (ratio)
Rate gain predicted with slope 1/2 = 1956 (ratio)
```
